\section*{Oxygen isotope shift of the Si-O-Si stretch in silicon}

\section{Problem}

An interstitial oxygen atom in silicon sits between two neighbouring silicon atoms and is bonded to both. At low temperature this bridge absorbs infrared light at $1136\ \mathrm{cm^{-1}}$, in a vibration in which one Si-O bond lengthens while the other shortens: the antisymmetric stretch.

Treat the bridge as a free, linear Si-O-Si unit with two equal harmonic springs of constant $k$. Fit $k$ to the line of oxygen-16. By how much does the line move, and in which direction, when oxygen-16 is replaced by oxygen-18?

The masses are $m_{16}=15.9949$ u, $m_{18}=17.9992$ u and, for silicon-28, $M=27.9769$ u. A line is given by its wavenumber $\nu=\omega/(2\pi c)$, where $\omega$ is the angular frequency.

\section{A tempting solution}

The vibration stretches Si-O bonds, and a bond between masses $M$ and $m$ vibrates with their reduced mass. Hence
\begin{equation}
\omega^2=k\left(\frac1M+\frac1m\right).
\label{eq:wrong}
\end{equation}
The spring constant is the same for both isotopes and cancels from the ratio of the two lines:
\begin{equation}
\frac{\nu_{18}}{\nu_{16}}
=\sqrt{\frac{1/M+1/m_{18}}{1/M+1/m_{16}}}
=\sqrt{\frac{0.09130}{0.09826}}=0.9639 .
\end{equation}
The line falls by $1136\times(1-0.9639)=41.0\ \mathrm{cm^{-1}}$.

\section{Where it fails}

The direction is right and so is the cancellation of $k$. The fault is in Eq.~\eqref{eq:wrong}, which describes a molecule with one bond. There, the oxygen and the silicon feel equal and opposite forces from the same spring, so $1/M$ and $1/m$ enter with equal weight.

In the bridge the oxygen is held by two springs. When it moves to the right relative to the silicon atoms, the left spring is stretched and pulls it back, and the right spring is compressed and pushes it back. The two forces add. Each silicon atom feels one spring. The oxygen term must therefore have twice the weight of the silicon term.

Replacing $k$ by $2k$ in Eq.~\eqref{eq:wrong} does not repair this. It doubles both terms, and the factor 2 cancels from the ratio just as $k$ did, leaving $41.0\ \mathrm{cm^{-1}}$. What is wrong is the relative weight of the two masses, and the fit to the measured line cannot correct it.

\section{The right solution}

\subsection{Equations of motion}

Let the axis point to the right, and let $u_1$, $v$ and $u_2$ be the displacements of the left silicon, the oxygen and the right silicon from equilibrium. The left bond is extended by $v-u_1$ and the right bond by $u_2-v$. The potential energy is
\begin{equation}
V=\tfrac12k(v-u_1)^2+\tfrac12k(u_2-v)^2 .
\end{equation}
The force on each atom is minus the derivative of $V$ with respect to its displacement:
\begin{align}
M\ddot u_1&=k(v-u_1),\label{eq:left}\\
m\ddot v&=-k(v-u_1)+k(u_2-v)=k(u_1+u_2-2v),\label{eq:oxygen}\\
M\ddot u_2&=-k(u_2-v)=k(v-u_2).\label{eq:right}
\end{align}
The three forces add to zero, as they must for a free unit.

\subsection{Separating the motions}

Subtract Eq.~\eqref{eq:left} from Eq.~\eqref{eq:right}. The oxygen coordinate drops out, and $d=u_2-u_1$ obeys
\begin{equation}
M\ddot d=-kd,\qquad \omega_{\rm s}^2=\frac kM .
\label{eq:sym}
\end{equation}
This is the symmetric stretch. The silicon atoms move oppositely, the oxygen rests, and its mass does not appear.

Now add Eqs.~\eqref{eq:left} and \eqref{eq:right}, divide by 2, and write $U=(u_1+u_2)/2$. Together with Eq.~\eqref{eq:oxygen} this gives
\begin{equation}
M\ddot U=k(v-U),\qquad m\ddot v=-2k(v-U).
\end{equation}
The factor 2 missing from the tempting solution stands in the second equation. Divide each equation by its mass and subtract the first from the second. With $s=v-U$,
\begin{equation}
\ddot s=-\frac{2k}{m}s-\frac kM s ,
\end{equation}
and therefore
\begin{equation}
\boxed{\;\omega^2=k\left(\frac1M+\frac2m\right)\;}
\label{eq:main}
\end{equation}
When $d=0$, the left bond is extended by $s$ and the right bond by $-s$, so this is the antisymmetric stretch. The third motion along the axis is uniform translation, with zero frequency.

\subsection{Fit and isotope shift}

For oxygen-16 the bracket in Eq.~\eqref{eq:main} is $0.160784\ \mathrm{u^{-1}}$, and $1136\ \mathrm{cm^{-1}}$ corresponds to $\omega=2.1398\times10^{14}$ rad/s. With $1\ \mathrm u=1.66054\times10^{-27}$ kg,
\begin{equation}
k=\frac{(2.1398\times10^{14}\ \mathrm{s^{-1}})^2\,(1.66054\times10^{-27}\ \mathrm{kg})}{0.160784}
=472.9\ \mathrm{N/m}.
\end{equation}

The extra neutrons change the nuclear mass. In the Born-Oppenheimer approximation the electrons provide the same potential for both isotopes, so $k$ is kept. For oxygen-18 the bracket is $0.146860\ \mathrm{u^{-1}}$, and
\begin{equation}
\frac{\nu_{18}}{\nu_{16}}
=\sqrt{\frac{1/M+2/m_{18}}{1/M+2/m_{16}}}
=\sqrt{\frac{0.146860}{0.160784}}=0.95572 .
\label{eq:ratio}
\end{equation}
The new line is at $1136\times0.95572=1085.7\ \mathrm{cm^{-1}}$. The replacement lowers it by
\begin{equation}
\nu_{16}-\nu_{18}=50.3\ \mathrm{cm^{-1}},
\end{equation}
or 6.24 meV in photon energy. As a test, the force-constant matrix was also formed by finite differences of the energy written in true bond lengths; its diagonalization gives the same $1085.7\ \mathrm{cm^{-1}}$.

\section{Reading the result}

\subsection{How much of the motion belongs to oxygen}

With the centre of mass at rest, $2MU+mv=0$. For oxygen-16 this means
\begin{equation}
\frac vU=-\frac{2M}{m}=-3.498 .
\end{equation}
The oxygen moves about three and a half times as far as each silicon atom, in the opposite direction. Since all velocities share the same time dependence, the ratio of kinetic energies is
\begin{equation}
\frac{T_{\rm O}}{T_{\rm Si}}=\frac{\frac12m\dot v^2}{2\times\frac12M\dot U^2}
=\frac{m}{2M}\left(\frac{2M}{m}\right)^2=\frac{2M}{m},
\end{equation}
so oxygen carries the fraction
\begin{equation}
f=\frac{T_{\rm O}}{T_{\rm O}+T_{\rm Si}}=\frac{2M}{2M+m}=0.778 .
\end{equation}

This fraction controls the isotope shift. Take the logarithm of Eq.~\eqref{eq:main} and differentiate at fixed $k$ and $M$:
\begin{equation}
\frac{d\ln\omega}{d\ln m}
=\frac12\,\frac{-2/m}{1/M+2/m}
=-\frac12\,\frac{2M}{2M+m}=-\frac f2 .
\label{eq:log}
\end{equation}
Between the two isotopes $f$ falls from 0.778 to 0.757, with a mean of 0.767, while $\ln(m_{18}/m_{16})=0.1181$. The logarithm of the line therefore changes by about $-\frac12\times0.767\times0.1181=-0.0453$, which reproduces the ratio 0.9557.

\subsection{Limiting cases}

If the silicon atoms were immobile, $M\to\infty$, then $f=1$ and $\omega^2=2k/m$. The line would fall by
\begin{equation}
1136\left(1-\sqrt{\frac{15.9949}{17.9992}}\right)=65.1\ \mathrm{cm^{-1}} .
\end{equation}
This overestimates the shift because it gives all the motion to oxygen. The one-bond formula underestimates it: there the oxygen fraction is $M/(M+m)=0.636$. In the opposite limit, $M\ll m$, the end atoms do nearly all the moving and the oxygen isotope shift tends to zero.

The symmetric stretch lies at $535.6\ \mathrm{cm^{-1}}$ for both isotopes in this model. That number should not be assigned to a line of the crystal. It is close to the top of the silicon vibrational band, roughly $520\ \mathrm{cm^{-1}}$, where the motion of the surrounding atoms cannot be ignored.

\section{What the free linear unit leaves out}

In the next three estimates, $k$ is refitted so that the oxygen-16 line stays at $1136\ \mathrm{cm^{-1}}$. The changes in the shift are then due to the mechanics and not to a displaced starting line.

\subsection{A bent bridge}

Let the angle at oxygen be $\theta$, and let $\mathbf e_1,\mathbf e_2$ be unit vectors from oxygen to the two silicon atoms, so that $\mathbf e_1\cdot\mathbf e_2=\cos\theta$. If the bonds are extended by $s_1$ and $s_2$, the first silicon feels the force $-ks_1\mathbf e_1$ and the oxygen feels $k(s_1\mathbf e_1+s_2\mathbf e_2)$. For small displacements, $\ddot s_1$ is the relative acceleration along $\mathbf e_1$:
\begin{equation}
\ddot s_1=-\frac kM s_1-\frac km(s_1+s_2\cos\theta).
\end{equation}
The antisymmetric stretch has $s_2=-s_1$, hence
\begin{equation}
\omega^2=k\left(\frac1M+\frac{1-\cos\theta}{m}\right).
\end{equation}
At $\theta=180^\circ$ this is Eq.~\eqref{eq:main}. At $\theta=90^\circ$ it is the tempting formula: the second spring then has no component along the first bond. The one-bond weighting would thus suit a right-angled bridge, not a nearly straight one.

For a rough angle of $160^\circ$, $1-\cos\theta=1.940$, the fitted constant rises to 484.3 N/m and the shift is $49.9\ \mathrm{cm^{-1}}$. A moderate bend matters little because $\cos\theta$ is stationary at $180^\circ$.

\subsection{The surrounding lattice}

The silicon atoms are also bonded to the crystal. To estimate the effect, attach a chain of silicon atoms with springs $g$ to each side of the bridge. At the top of the band of a pure chain, neighbours move oppositely with equal amplitude $a$. Each atom then has two springs changed in length by $2a$, so the restoring force is $4ga$ and $\omega_{\max}^2=4g/M$. A band top of $520\ \mathrm{cm^{-1}}$ requires $g=111.4$ N/m.

In this chain, where the oxygen is tied only to its two neighbours, the direction of the effect follows from holding the next silicon atom still. In the antisymmetric stretch the silicon beside the oxygen obeys
\begin{equation}
-M\omega^2U=k(v-U)-gU .
\end{equation}
Moving the last term to the left gives
\begin{equation}
-M_{\rm eff}\,\omega^2U=k(v-U),\qquad M_{\rm eff}=M-\frac{g}{\omega^2}.
\end{equation}
Above the silicon band the lattice spring makes the silicon atom respond as if it were lighter. It takes a larger part in the motion, and the line depends less on the oxygen mass. Moreover, $M_{\rm eff}$ falls further when the line falls, which opposes part of the shift.

A full calculation with 20 moving silicon atoms on each side gives a bridge constant of 466.8 N/m and a shift of $48.8\ \mathrm{cm^{-1}}$. The three atoms of the bridge carry 99.9\% of the kinetic energy, so the vibration remains local. Doubling $g$, as a severe case, reduces the shift to $46.8\ \mathrm{cm^{-1}}$. The chain fixes neither the size nor the sign of the effect in the crystal. It places the whole host spring along the axis, whereas the three back bonds of a silicon atom in the diamond lattice are oblique; a three-dimensional valence-force lattice with the same band top lowers the shift by only about $0.6$ to $1.2\ \mathrm{cm^{-1}}$, depending on the form of the angle forces and on how far the two silicon atoms are pushed apart. It also omits direct forces between the oxygen and its second neighbours, which act the other way: a spring of $0.1k$ from the oxygen to each second neighbour raises the chain shift to $50.7\ \mathrm{cm^{-1}}$, above the free value.

\subsection{Anharmonic springs}

The line is a quantum transition between the two lowest levels. For a harmonic potential its energy is $\hbar\omega$, so the classical frequency may be fitted directly. A quartic term in $s$ changes this.

The springs store $\frac12ks^2+\frac12ks^2=\frac12(2k)s^2$. Comparison with $\omega^2=2k/\mu$ gives the mass belonging to $s$, $\mu=2Mm/(2M+m)$. The harmonic part of the line varies as $\mu^{-1/2}$. To first order the quartic part follows the mean of $s^4$, which varies as the square of $\hbar/(\mu\omega)$ and hence as $\mu^{-1}$. Its fractional isotope change is therefore about twice as large.

A quartic term that raises the line by $11.4\ \mathrm{cm^{-1}}$, about 1\%, gives a shift of $50.8\ \mathrm{cm^{-1}}$; one that lowers it by the same amount gives $49.8\ \mathrm{cm^{-1}}$. The 1\% is a chosen size, and anharmonic coupling to other vibrations is left out.

\section{Comparison with real silicon}

The measured low-temperature line of oxygen-18 lies about $51\ \mathrm{cm^{-1}}$ below that of oxygen-16, about one wavenumber more than the free linear unit gives. The decimal in 50.3 belongs to the arithmetic of the model and is not a prediction for the crystal. The chain lowers the shift by $1.5\ \mathrm{cm^{-1}}$, and by $3.5\ \mathrm{cm^{-1}}$ with doubled host springs. This moves away from the measured value, so the chain does not account for the difference between the model and the crystal. The bend to $160^\circ$ lowers it by about a third of a wavenumber, and the chosen quartic term changes it by about half a wavenumber in either direction.

Two conditions matter when spectra are compared. First, the silicon neighbours should be the same. In the free linear unit with $k$ held fixed, one silicon-29 neighbour (28.9765 u) lowers the oxygen-16 line by $2.2\ \mathrm{cm^{-1}}$, while the oxygen shift with that neighbour present is $50.4\ \mathrm{cm^{-1}}$, almost unchanged. The measured lowering by one silicon-29 neighbour is about $1.9\ \mathrm{cm^{-1}}$, a little less than in the free unit. Read harmonically, this points to a slightly smaller silicon share of the motion. Host springs alone move the value the other way, to $2.4\ \mathrm{cm^{-1}}$ in the chain, while the added spring of $0.1k$ to the second neighbours brings it down to $2.1\ \mathrm{cm^{-1}}$; these models do not settle the cause. Second, the temperature should be the same. At room temperature the oxygen-16 line lies roughly $30\ \mathrm{cm^{-1}}$ lower, near $1106\ \mathrm{cm^{-1}}$. If the ratio in Eq.~\eqref{eq:ratio} still holds there, the isotope shift is $49.0\ \mathrm{cm^{-1}}$. Comparing a cold sample of one isotope with a warm sample of the other would introduce an error more than half as large as the shift itself.

The inputs and the computed values, except those for the three-dimensional lattice and the second-neighbour spring and the silicon-29 values in the chain, are collected in the numerical output below.

\section*{Numbers as computed}
\begin{verbatim}
INPUTS
oxygen-16 mass: 15.9949 u
oxygen-18 mass: 17.9992 u
silicon-28 mass: 27.9769 u
silicon-29 mass: 28.9765 u
fitted line: 1136 cm^-1
SIMPLE MODEL
angular frequency, O-16: 2.1398e+14 rad/s
1/M + 2/m, O-16: 0.160784 1/u
1/M + 2/m, O-18: 0.146860 1/u
spring constant: 472.9 N/m
line ratio O-18/O-16: 0.95572
O-18 line: 1085.7 cm^-1
isotope shift down: 50.3 cm^-1
isotope shift down: 6.24 meV
O-18 line from Hessian: 1085.7 cm^-1
amplitude ratio v/u, O-16: -3.498
oxygen kinetic-energy fraction: 0.778
mode mass mu, O-16: 12.439 u
symmetric stretch, both isotopes: 535.6 cm^-1
COMMON MISTAKES
shift with fixed silicon: 65.1 cm^-1
shift with diatomic mass: 41.0 cm^-1
NEGLECTED EFFECTS
bent angle: 160 degrees
bent spring constant: 484.3 N/m
bent shift: 49.9 cm^-1
host band top: 520 cm^-1
host chain spring: 111.4 N/m
bridge spring in chain: 466.8 N/m
shift in chain: 48.8 cm^-1
kinetic share of Si-O-Si in chain: 0.9992
bridge spring, doubled host: 459.1 N/m
shift, doubled host: 46.8 cm^-1
positive quartic, line change: +11.4 cm^-1
positive quartic, isotope shift: 50.8 cm^-1
negative quartic, line change: -11.4 cm^-1
negative quartic, isotope shift: 49.8 cm^-1
one Si-29 lowers O-16 line by: 2.2 cm^-1
oxygen shift with one Si-29: 50.4 cm^-1
rough warm line: 1106 cm^-1
warm isotope shift: 49.0 cm^-1
\end{verbatim}
